# Damage in a Staircase Field Ramp Compared with a Continuous Ramp, part 2

A dielectric is stressed to breakdown by a staircase of voltage steps or by a continuous ramp with the same average rate. The problem is to compare the damage done by the two tests and to read a lifetime from the staircase. Fields $E$ are magnitudes in MV/cm, the field acceleration $\gamma$ is in cm/MV, and times are in seconds.

A sample held at constant field $E$ lives for

$$
t(E)=t_f\,e^{-\gamma(E-E_f)} ,
$$

where $t_f$ is the lifetime at the final field $E_f$. Damage $M$ adds linearly, and failure occurs at $M=1$:

$$
\frac{dM}{dt}=\frac{1}{t(E(t))},\qquad M=\int\frac{dt}{t(E(t))}.
$$

The ramp rises from $E_0$ to $E_f$ at rate $R$ and does damage

$$
M_{\rm ramp}=\frac{1-e^{-\gamma(E_f-E_0)}}{\gamma R t_f}.
$$

The staircase has $N$ steps of height $D$, each taken before a dwell $h=D/R$. With $x=\gamma D$,

$$
M_{\rm stair}=\frac{h}{t_f}\,\frac{1-e^{-Nx}}{1-e^{-x}} ,
$$

$$
r(x)\equiv\frac{M_{\rm stair}}{M_{\rm ramp}}
=\frac{x}{1-e^{-x}}
=\frac{\gamma D}{1-e^{-\gamma D}} .
$$

A low start means that $E_0$ is many times $1/\gamma$ below $E_f$, so the numerators of both damages are close to one.

The ratio $r$ also holds in each interval. For a ramp from $E_k-D$ to $E_k$, with $y=E_k-E$, the damage relative to the rate at $E_k$ is

$$
\frac1R\int_0^D e^{-\gamma y}\,dy
=\frac{1-e^{-x}}{\gamma R}
=h\,\frac{1-e^{-x}}{x}=\frac{h}{r(x)} ,
$$

while the plateau at $E_k$ does $h$.

For a low start, a ramp that does the same damage as the staircase must end at a field $E_c$ higher than $E_f$ by

$$
\delta=E_c-E_f=\frac{\ln r}{\gamma},
$$

$$
\gamma\delta=\frac{x}{2}-\frac{x^2}{24}+\frac{x^4}{2880}-\cdots .
$$

In the example, 24 steps of 0.5 V, each held for 1 s, take a dielectric 20 nm thick from zero to 12 V. Then $\gamma=4$ cm/MV, $D=0.25$ MV/cm, $R=0.25$ MV/cm/s, $E_f=6$ MV/cm, $x=1$, $r=1.582$ and $\delta=0.115$ MV/cm.

## Reading a lifetime from a staircase test

The symbols carried over are the step $D$, the dwell $h$, the average rate $R=D/h$, the field acceleration $\gamma$, and $x=\gamma D$. The lifetime at the last plateau field $E_f$ is $t_f$. Damage adds linearly and failure occurs at $M=1$. With each step taken before its dwell, a completed staircase does $r=x/(1-e^{-x})$ times the damage of the continuous ramp. For a low start field, the ramp must end higher by $\delta=\ln r/\gamma$ to do equal damage. The example has $D=0.25$ MV/cm, $h=1$ s, $\gamma=4$ cm/MV, $E_f=6$ MV/cm, $x=1$ and $r=1.582$.

Suppose first that a sample fails just as the last dwell ends. Setting the staircase damage to one, with a start far below $E_f$, gives

$$
1=\frac{h}{t_f}\frac{1}{1-e^{-x}},\qquad
t_f=\frac{h}{1-e^{-x}} .
$$

The example gives $t_f=1/0.6321=1.58$ s. This exceeds the 1 s dwell because the sample had already been damaged on the lower plateaus. Treating the same record as a continuous ramp ending at $E_f$ would give

$$
t_{\rm ramp}=\frac{1}{\gamma R}=\frac{1}{4\times0.25}\ {\rm s}=1.00\ {\rm s}.
$$

The ratio $t_f/t_{\rm ramp}$ is $\gamma R h/(1-e^{-x})=r$. For failure at the end of a dwell, the ramp formula therefore gives a lifetime too short by the factor $r$.

Under the exponential law this factor is the same at every field. The use voltage of 1 V across 20 nm gives 0.5 MV/cm, which is 5.5 MV/cm below the final field. Both lifetimes are multiplied by $e^{4\times5.5}=e^{22}$:

$$
t_{\rm use}=1.58\ {\rm s}\times e^{22}=5.7\times10^9\ {\rm s},
$$

or about 180 years. The ramp formula gives $3.6\times10^9$ s. These are consequences of the chosen law and parameters at the test temperature, and the extrapolation has much larger uncertainties than the factor $r$.

Failure need not wait for the end of a dwell. Let it occur after a fraction $f$ of the last dwell. The last plateau contributes $fh/t_f$. For a low start the completed plateaus below it contribute

$$
\frac{h}{t_f}\left(e^{-x}+e^{-2x}+\cdots\right)
=\frac{h}{t_f}\frac{e^{-x}}{1-e^{-x}}
=\frac{h}{t_f}\frac{1}{e^x-1}.
$$

Failure at total damage one then gives

$$
t_f=h\left(f+\frac{1}{e^x-1}\right).
$$

At $f=1$ the bracket is $e^x/(e^x-1)=1/(1-e^{-x})$, the earlier result. At $f=0$ it is $1/(e^x-1)$. The ratio of these two values is $e^x$. If the record shows the plateau but not the moment of failure, $t_f$ in the example can lie anywhere from 0.58 s to 1.58 s, a span of a factor 2.72. The ramp value of 1.00 s lies inside this range. Recording the time within the dwell removes this uncertainty.

It follows that multiplying every ramp-formula lifetime by $r$ would be wrong when only the plateau is known. To see what happens on average, consider many samples of different strength. Let $E_c$ be the field at which a given sample would fail in a continuous ramp at rate $R$. For a low start, its damage at $E_c$ is $e^{\gamma(E_c-E_f)}/(\gamma Rt_f)=1$. Therefore

$$
e^{\gamma(E_c-E_f)}=\gamma R t_f
=x\left(f+\frac{1}{e^x-1}\right),
$$

where $E_f$ now means the plateau on which this sample fails in the staircase, and $\gamma Rh=x$ has been used. At $f=1$ the right side is $r$, so $E_c-E_f=\delta$. At $f=0$ it is $re^{-x}$, so $E_c-E_f=\delta-D$. Each recorded plateau thus collects samples from a window of ramp strengths of width $D$.

If the strengths are spread so widely that their density is nearly constant over one such window, the mean of $E_c-E_f$ is the midpoint, $\delta-D/2$. From the expansion of $\delta$, this is

$$
\delta-\frac D2=-\frac{\gamma D^2}{24}+\cdots .
$$

In the example it is $0.1147-0.1250=-0.010$ MV/cm. The recorded plateau is therefore, on average, slightly above the ramp breakdown field. The corresponding geometric mean of $t_f/t_{\rm ramp}$ is $e^{\gamma(\delta-D/2)}=re^{-x/2}=0.96$. These two values require a spread of $E_c$ not much smaller than $D$. For Weibull-distributed lifetimes of shape 2 the standard deviation of $E_c$ in the example is 0.16 MV/cm and the geometric mean lies between 0.95 and 0.97. For shape 5 it is 0.064 MV/cm, and the geometric mean ranges from 0.86 to 1.10 depending on where the distribution falls relative to the plateaus. The large factor $r$ for completed dwells and this small mean correction describe different selections of failure times, and both follow from the same damage law.

A sample that survives the whole staircase has completed all its dwells. For such a screening test the factor $r$ applies without an unknown $f$. The damage used up in the screen is $r$ times that of a ramp to the same field at the same average rate. If the constant-field lifetimes follow a Weibull distribution, the consequence for the failed fraction can also be written down. Under the exponential law the ramp breakdown fields then follow a Gumbel distribution, not a Weibull one. Let $M$ be calculated with the characteristic lifetime, and let each sample have a lifetime multiplier $\theta$ that is the same at all fields. The sample fails when $M\geq\theta$. For a Weibull multiplier of shape $\beta$ and unit scale, the failed fraction is

$$
F=1-e^{-M^\beta},\qquad -\ln(1-F)=M^\beta .
$$

Replacing the ramp by the staircase multiplies $M$ by $r$, and hence multiplies $-\ln(1-F)$ by $r^\beta$. When few samples fail, this quantity is nearly $F$, so the failed fraction itself rises by nearly $r^\beta$.

Comparing the tests at equal elapsed time within a dwell is a different question from comparing them at equal final field. At a fraction $f$ of the last dwell, the ramp is still $(1-f)D$ below the plateau, and its low-start damage is $(h/xt_f)e^{-(1-f)x}$. The damage ratio at that moment is

$$
\rho(f)=x\left(f+\frac{1}{e^x-1}\right)e^{(1-f)x}.
$$

It equals $r$ at both ends of the dwell. In between it is larger, because the staircase gains damage quickly before the ramp has caught up. Differentiation gives

$$
\frac{d\rho}{df}=x e^{(1-f)x}\left[1-x\left(f+\frac{1}{e^x-1}\right)\right].
$$

The bracket vanishes when $f=1/x-1/(e^x-1)$. At $x=1$ this is $f=0.42$, where $\rho=e^{0.58}=1.79$. The ratio 1.582 therefore belongs to the ends of dwells, not to every instant.

The value of $r$ is not very sensitive to $\gamma$. With $D$ fixed, differentiating $\ln r=\ln x-\ln(1-e^{-x})$ and multiplying by $x$ gives

$$
\frac{d\ln r}{d\ln\gamma}=1-\frac{x}{e^x-1}.
$$

This is 0.42 in the example, so a 10% error in $\gamma$ changes $r$ by about 4%. The same error changes the exponent 22 of the extrapolation by 2.2 and the extrapolation factor by about 9. The inferred $t_f$ moves by about 6% the other way, so the use lifetime changes by a factor of about 8.5.

For the use lifetime, the assumed field law matters even more, although it hardly changes the ratio. Consider a rate proportional to $e^{a\sqrt E}$. Its logarithmic slope is $a/(2\sqrt E)$. Matching it to $\gamma$ at $E_f$ requires $a=2\gamma\sqrt{E_f}$, and the slope at a lower field is then $\gamma\sqrt{E_f/E}$, which is larger than $\gamma$. Going down from the top of any interval, the rate falls faster than under the exponential law. The ramp does less damage relative to the plateau at the top of that interval, so the overall ratio must exceed $r$. The example gives 1.594, only 0.8% above 1.582.

The extrapolated lifetime behaves quite differently. For failure at the end of the last dwell, the square-root law gives 1.56 s at 6 MV/cm, nearly the same as before. At 0.5 MV/cm it gives $1.1\times10^{15}$ s, longer than the exponential result by a factor $1.9\times10^5$. A single failure record does not fix $\gamma$, since any value fits it with a suitable $t_f$. Short tests near breakdown at several rates or fields can fix the local slope and still say little about the lifetime at use. The staircase correction is robust here because it depends mainly on the last few steps.

A real voltage source also needs time to make each step. Let the field rise linearly for a time $s$ at the start of each dwell, with the total dwell $h$ unchanged. The rise covers the whole interval $D$, so its average damage rate is that of the plateau divided by $r$, by the interval calculation for a ramp. In units of the plateau rate, the damage per dwell is $(h-s)+s/r$. The continuous ramp does $h/r$. Their ratio is

$$
r\left(1-\frac sh\right)+\frac sh .
$$

For $s=10$ ms and $h=1$ s this gives $1.582\times0.99+0.01=1.576$. If the rise fills the whole dwell, the ratio becomes one, since the staircase has turned into the ramp.

Spacing variations affect the damage far more than the ratio. Where the spacing is 18 nm instead of 20 nm, the same voltages produce fields larger by a factor $20/18$. The local value of $x$ is 1.11 and $r$ becomes 1.66. The damage calculated at the narrow place is 13.6 times the nominal damage. Since the nominal damage is one at the end of the test, the narrow place would have failed earlier. In the example it fails on the 11 V plateau. A lifetime assigned from the recorded failure time with the nominal field and $\gamma=4$ cm/MV is 1.11 s at that voltage, close to the 1.01 s of the narrow place. Extrapolated to 1 V, however, it is too short by a factor of about 8.5 for the narrow place and about 11 for a place with the nominal spacing.

Trapped charge changes the local field as well. Let electrons with areal density $n$ sit in a sheet midway between the electrodes, in a dielectric of permittivity $\varepsilon$. Gauss's law requires a field jump $qn/\varepsilon$ across the sheet, where $q$ is the elementary charge. At fixed voltage the two equal halves must keep the same average field, so one side rises and the other falls by

$$
\Delta E=\frac{qn}{2\varepsilon}.
$$

The rise is on the anode side. For $n=10^{12}$ cm$^{-2}$ and a relative permittivity of 2.7, it is 0.335 MV/cm, and if the same law holds for the local field, the damage rate there is multiplied by $e^{4\times0.335}=3.8$, while on the cathode side it is divided by that factor. Which side controls breakdown in a real film is outside this model. If the charge is fixed throughout both tests, this factor is common to them and the ratio remains 1.582. Charge that builds up during the test gives an offset that changes with time, and the cancellation is no longer assured.

Temperature acts in a similar way. A constant test temperature may alter $t_f$ and $\gamma$, but $r$ keeps its form with the value of $\gamma$ at that temperature. For use at 378 K after a test at 398 K, an assumed activation energy of 0.8 eV at the use field lengthens the lifetime by

$$
\exp\left[\frac{0.8\ {\rm eV}}{k_B}\left(\frac{1}{378.15\ {\rm K}}-\frac{1}{398.15\ {\rm K}}\right)\right]=3.4,
$$

where $k_B$ is Boltzmann's constant.

The example is set in the regime of organosilicate low-k dielectrics (SiCOH) between copper lines. Spacings of tens of nanometres, breakdown at several MV/cm, accelerations of a few cm/MV and use near 1 V are rough typical values. The permittivity of 2.7 belongs to the denser films of this class, and the 0.5 V step is deliberately coarse. With 0.1 V steps at the same average rate, $r$ falls to 1.10. Real lines break the assumption of a uniform field: the 2 nm narrowing considered above changes the local damage by a factor of 13.6 but $r$ by only 5%.

For a staircase whose plateaus are fully held, the ramp formula can be used with an error in damage below about 10% when $\gamma D\leq0.2$, provided that damage adds linearly and the exponential law holds over the top few $1/\gamma$ of field, where most of the damage is done. At $\gamma D=0.2$ a staircase with sharp steps does 1.103 times the ramp damage, so the ramp value is low by 9% of the staircase damage. A linear rise that takes up part of each dwell makes this error smaller. For larger steps the sum over plateaus is just as easy to use, and a recorded failure time within the dwell supplies the remaining fraction $f$.

## Numbers as computed

```
line spacing = 20 nm; gamma = 4.0 cm/MV
voltage step = 0.5 V; field step D = 0.25 MV/cm
dwell = 1.0 s; average rate R = 0.25 MV/cm/s
last plateau = 12 V; final field = 6.00 MV/cm
number of steps = 24; test duration = 24 s
x = gamma*D = 1.000; ratio r from formula = 1.5820
ratio from integrated waveforms = 1.5820
staircase damage = 1.0000; ramp damage = 0.6321
share of damage done on last plateau = 0.6321
equal-damage field shift = 0.1147 MV/cm
half step = 0.1250 MV/cm
equal-damage shift in voltage = 0.2293 V
lifetime at final field, staircase formula = 1.5820 s
lifetime at final field, ramp formula = 1.0000 s
lifetime if failure at start of last dwell = 0.5820 s
span from unknown failure moment, exp(x) = 2.7183
use voltage = 1.0 V; use field = 0.50 MV/cm
use lifetime, staircase formula = 5.671e+09 s
  the same in years = 179.8 years
use lifetime, ramp formula = 3.585e+09 s
table at fixed average rate and final field:
  step 0.1 V: dwell 0.2 s, x = 0.2, r = 1.1033, shift = 0.0246 MV/cm
  step 0.2 V: dwell 0.4 s, x = 0.4, r = 1.2133, shift = 0.0483 MV/cm
  step 0.5 V: dwell 1.0 s, x = 1.0, r = 1.5820, shift = 0.1147 MV/cm
  step 1.0 V: dwell 2.0 s, x = 2.0, r = 2.3130, shift = 0.2096 MV/cm
  step 2.0 V: dwell 4.0 s, x = 4.0, r = 4.0746, shift = 0.3512 MV/cm
neglected effects:
square-root law: ratio = 1.5944
square-root law: lifetime at final field = 1.5612 s
square-root law: use lifetime = 1.052e+15 s
  relative to exponential law = 1.85e+05
rise time 10 ms: ratio = 1.5762
local spacing 18 nm: ratio = 1.6564
local spacing: damage relative to nominal = 13.56
trapped electrons = 1e+12 cm^-2; k = 2.7
trapped sheet: anode field rise = 0.335 MV/cm
trapped sheet: anode damage factor = 3.82
trapped sheet, fixed in time: ratio = 1.5820
test temperature = 398.15 K; use = 378.15 K
activation energy at use field = 0.8 eV
lifetime factor from cooler use = 3.43
```
